\section*{Ritz and harmonic extraction of an interior eigenvector from a nearby plane}

\section*{Question}

I am stuck on an exercise about Rayleigh--Ritz projection. The matrix is $A=\mathrm{diag}(-1,0,1)$, with unit eigenvectors $e_1,e_2,e_3$, and the search space is a plane near the span of $e_2$ and $e_1+e_3$. I am to show that the Ritz vectors are arbitrary mixtures, while harmonic extraction with a target near zero recovers $e_2$.

Two things do not fit. If I project on the unperturbed plane I get the zero matrix, so any vector will do. But if I tilt the plane slightly, the small eigenvalue problem has two definite eigenvectors. In what sense are they arbitrary? And when I try the harmonic method with target $0$, the eigenvalue I want, one of my equations reads $0=0$. Is the claim true at all?

\section*{Answer}

It is true with two qualifications. For a given tilted plane the Ritz vectors are definite, but the direction of an arbitrarily small tilt can give them any mixing angle. The harmonic target should be near zero without being equal to it: at exactly zero a harmonic vector at or near $e_2$ still exists, but its harmonic value is undetermined or $\pm1$, and the rule for selecting a pair breaks down.

\subsection*{Describing the nearby planes}

Everything is real and dimensionless. Define the unit vectors
\[
u=\frac{e_1+e_3}{\sqrt2},\qquad w=\frac{e_3-e_1}{\sqrt2},\qquad
Au=w,\quad Aw=u,\quad Ae_2=0 .
\]
The vectors $e_2,u,w$ are orthonormal. Let $S_0=\mathrm{span}\{e_2,u\}$. A plane $S$ close to $S_0$ projects one-to-one onto $S_0$, so it contains exactly one vector that projects to $e_2$ and one that projects to $u$:
\[
v_1=e_2+\alpha w,\qquad v_2=u+\beta w,\qquad \varepsilon^2=\alpha^2+\beta^2\ll1 .
\]
The two numbers $\alpha,\beta$ thus describe every nearby plane.

How well does $S$ contain $e_2$? The vector $w-\alpha e_2-\beta u$ is orthogonal to $v_1$ and $v_2$, so it is normal to $S$. Its overlap with $e_2$ gives
\begin{equation}
\sin\angle(e_2,S)=\frac{|\alpha|}{\sqrt{1+\alpha^2+\beta^2}} .
\label{eq:best}
\end{equation}
No extraction method can return a vector of $S$ closer to $e_2$ than this angle.

\subsection*{What the Ritz method does}

A Ritz vector $x=Vy$, with $V=(v_1,v_2)$, satisfies $V^T(Ax-\theta x)=0$, or $Hy=\theta Gy$ with $H=V^TAV$ and $G=V^TV$. From $Av_1=\alpha u$ and $Av_2=w+\beta u$,
\[
H=\begin{pmatrix}0&\alpha\\ \alpha&2\beta\end{pmatrix},\qquad
G=\begin{pmatrix}1+\alpha^2&\alpha\beta\\ \alpha\beta&1+\beta^2\end{pmatrix}
=I+pp^T,\quad p=\begin{pmatrix}\alpha\\ \beta\end{pmatrix}.
\]
At $\alpha=\beta=0$ we have $H=0$: every vector of $S_0$ is a Ritz vector with value $0$. The values $\pm1$ carried by $e_1$ and $e_3$ average to zero in $u$, and the projected matrix cannot tell $u$ from $e_2$.

For $\varepsilon>0$, choose any angle $\varphi$ between $0$ and $90^\circ$ and set
\begin{equation}
\alpha=\varepsilon\sin2\varphi,\qquad \beta=-\varepsilon\cos2\varphi .
\label{eq:choice}
\end{equation}
Subtracting half the trace from $H$ leaves
\[
H-\beta I=\begin{pmatrix}-\beta&\alpha\\ \alpha&\beta\end{pmatrix}
=\varepsilon\begin{pmatrix}\cos2\varphi&\sin2\varphi\\ \sin2\varphi&-\cos2\varphi\end{pmatrix}.
\]
The last matrix is a reflection that leaves $(\cos\varphi,\sin\varphi)^T$ fixed and reverses the perpendicular direction. Hence $H$ has eigenvalues $\beta\pm\varepsilon$, and the upper one belongs to $(\cos\varphi,\sin\varphi)^T$.

It remains to check that $G\ne I$ does not spoil this. Expanding $\det(H-\theta G)=0$,
\begin{align}
0&=-\theta(1+\alpha^2)\left[2\beta-\theta(1+\beta^2)\right]-\alpha^2(1-\theta\beta)^2\nonumber\\
&=(1+\varepsilon^2)\theta^2-2\beta\theta-\alpha^2 .
\label{eq:ritzvalues}
\end{align}
The terms $\mp2\alpha^2\beta\theta$ and $\pm\alpha^2\beta^2\theta^2$ have cancelled. The discriminant is positive, so the two Ritz values are distinct.

Write the Ritz equation as $(H-\theta pp^T)y=\theta y$, with $\theta$ the upper Ritz value. The form $y^T(H-\theta G)y$ is then never positive, so $\theta$ is also the upper eigenvalue of $H-\theta pp^T$. A traceless symmetric matrix with rows $(a,b)$ and $(b,-a)$ corresponds to the plane vector $(a,b)$, whose polar angle is twice that of the upper eigenvector. For $H$ this vector has length $\varepsilon$. For $\theta pp^T$, whose eigenvalues are $0$ and $\theta\varepsilon^2$, it has length $|\theta|\varepsilon^2/2$. Since $G\ge I$, $|\theta|$ is at most the largest eigenvalue modulus of $H$, hence at most $2\varepsilon$, and the added vector is no longer than $\varepsilon^3$. It turns the original vector by at most $\arcsin\varepsilon^2$. The true mixing angle therefore differs from $\varphi$ by a $\delta$ with
\[
|\sin2\delta|\le\varepsilon^2 .
\]
As $\varepsilon\to0$ at fixed $\varphi$, the upper Ritz vector tends to $\cos\varphi\,e_2+\sin\varphi\,u$ and the lower one to its orthogonal partner. Since $\varphi$ was free, this is the precise meaning of ``arbitrary''. Some tilts do give $e_2$: if $\alpha=0$ and $\beta\ne0$, then $e_2$ lies in $S$ and is a Ritz vector.

The residual reveals a bad vector. For $x\approx\cos\varphi\,e_2+\sin\varphi\,u$ we have $Ax=\sin\varphi\,w+O(\varepsilon)$, while $\theta x=O(\varepsilon)$. The residual norm is $|\sin\varphi|+O(\varepsilon)$, although the Ritz value itself is within $2\varepsilon$ of the eigenvalue $0$.

\subsection*{What the harmonic method does}

Let $B=A-\tau I$ with target $\tau$. The harmonic condition keeps $x$ in $S$ but tests the residual against $BS$:
\begin{equation}
V^TB(A-\tilde\theta I)Vy=0
\quad\Longleftrightarrow\quad
V^TB^2Vy=(\tilde\theta-\tau)\,V^TBVy ,
\label{eq:harm}
\end{equation}
because $A-\tilde\theta I=B-(\tilde\theta-\tau)I$. We select the pair with the smallest $|\tilde\theta-\tau|$.

In $S_0$, $Be_2=-\tau e_2$ and $Bu=w-\tau u$, so
\[
V^TB^2V=\begin{pmatrix}\tau^2&0\\0&1+\tau^2\end{pmatrix},\qquad V^TBV=-\tau I .
\]
For $\tau\ne0$ the solutions are $e_2$ with $\tilde\theta-\tau=-\tau$, or $\tilde\theta=0$, and $u$ with $\tilde\theta-\tau=-(1+\tau^2)/\tau$, or $\tilde\theta=-1/\tau$. The first is nearer the target. Squaring has removed the cancellation between $-1$ and $+1$: $B$ makes $e_2$ short and leaves $u$ long. At $\tau=0$ the first row of (\ref{eq:harm}) is your $0=0$, for every $\tilde\theta$. The second row reads $y_2=0$, so the vector is still $e_2$, but the value $\tilde\theta$ is left undetermined.

\subsection*{Recovery in a tilted plane}

Now let $S$ be tilted, and assume
\begin{equation}
\tau\ne0,\qquad 2|\tau|+\frac{\alpha^2}{|\tau|}<1 .
\label{eq:window}
\end{equation}

\textit{The value.} Equation (\ref{eq:harm}) is an ordinary symmetric-definite problem for $\mu=1/(\tilde\theta-\tau)$, since $B$ is invertible and $V^TB^2V$ is positive definite. The largest $|\mu|$ is the maximum of $|z^TBz|/(z^TB^2z)$ over $z$ in $S$. Try $z=v_1$. Because $Av_1=\alpha u$ is orthogonal to $v_1$,
\[
v_1^TBv_1=-\tau(1+\alpha^2),\qquad v_1^TB^2v_1=\alpha^2+\tau^2(1+\alpha^2).
\]
The selected value therefore obeys
\begin{equation}
|\tilde\theta-\tau|\le|\tau|+\frac{\alpha^2}{|\tau|(1+\alpha^2)} .
\label{eq:value}
\end{equation}
With (\ref{eq:window}) this gives $|\tilde\theta|\le|\tau|+|\tilde\theta-\tau|<1$.

\textit{The vector.} Write the selected unit vector as $x=c\,e_2+s\,r$, with $r$ a unit vector in $\mathrm{span}\{e_1,e_3\}$ and $\rho=r^TAr$, so $|\rho|\le1$. Multiplying the first form of (\ref{eq:harm}) by $y^T$ gives $x^T(A-\tau I)(A-\tilde\theta I)x=0$. There are no cross terms, since $A$ is diagonal, and $A^2r=r$. Thus
\begin{equation}
c^2\tau\tilde\theta+s^2D=0,\qquad D=1-(\tau+\tilde\theta)\rho+\tau\tilde\theta .
\label{eq:identity}
\end{equation}
$D$ is linear in $\rho$, with end values $(1-\tau)(1-\tilde\theta)$ at $\rho=1$ and $(1+\tau)(1+\tilde\theta)$ at $\rho=-1$. Hence $D\ge(1-|\tau|)(1-|\tilde\theta|)>0$. This excludes $c=0$ and forces $\tau\tilde\theta\le0$: the harmonic value is zero or lies on the other side of zero from the target. Then $|\tilde\theta-\tau|=|\tau|+|\tilde\theta|$, and (\ref{eq:value}) sharpens to
\[
|\tilde\theta|\le\frac{\alpha^2}{|\tau|(1+\alpha^2)} .
\]
Inserting this in $\tan^2\angle(x,e_2)=s^2/c^2=-\tau\tilde\theta/D$ cancels $|\tau|$:
\begin{equation}
\boxed{\;\tan^2\angle(x,e_2)\le\frac{\alpha^2}{(1+\alpha^2)(1-|\tau|)(1-|\tilde\theta|)}\;}
\label{eq:main}
\end{equation}
When $\alpha^2\ll|\tau|\ll1$, the right side is close to $\alpha^2$, and by (\ref{eq:best}) the harmonic vector is nearly the best that $S$ offers, whatever the Ritz mixing angle. If $\alpha=0$, it is $e_2$ itself.

\subsection*{The small correction, and target zero}

Let $K=V^T(A-\tau I)(A-\tilde\theta I)V=V^TA^2V-(\tau+\tilde\theta)H+\tau\tilde\theta G$. Its elements are
\begin{align*}
K_{11}&=\alpha^2+\tau\tilde\theta(1+\alpha^2),\\
K_{12}&=\alpha\left[\beta(1+\tau\tilde\theta)-(\tau+\tilde\theta)\right],\\
K_{22}&=(1+\beta^2)(1+\tau\tilde\theta)-2\beta(\tau+\tilde\theta).
\end{align*}
With $x\propto v_1+\eta v_2$, the second row of $Ky=0$ gives $\eta=-K_{12}/K_{22}$. Fix $\tau$ and let $\varepsilon\to0$. Then $\tilde\theta=O(\varepsilon^2)$, so $\eta=\alpha\tau+O(\varepsilon^2)$. The first row, $K_{11}+\eta K_{12}=0$, becomes $\alpha^2+\tau\tilde\theta-\alpha^2\tau^2=O(\varepsilon^3)$, or
\begin{equation}
\tilde\theta\simeq-\frac{\alpha^2(1-\tau^2)}{\tau} .
\label{eq:lead}
\end{equation}
In this limit the Rayleigh quotient of $x$ is a better eigenvalue estimate. Since $H_{11}=0$, its numerator $y^THy$ is $2\alpha\eta+2\beta\eta^2$, and its denominator $y^TGy$ is $1+O(\varepsilon^2)$. It is therefore $2\alpha^2\tau$ to leading order, smaller than $|\tilde\theta|$ by a factor of about $2\tau^2$ for small $\tau$.

For $\tau=0$ and $\alpha\ne0$,
\[
\det K=\alpha^2(1+\beta^2-2\beta\tilde\theta)-\alpha^2(\beta-\tilde\theta)^2=\alpha^2(1-\tilde\theta^2),
\]
so the harmonic values are $\pm1$. They are equally far from the target, and the selection rule fails. The corresponding $\eta=\pm\alpha/(1\mp\beta)$ are both small, so both vectors lie near $e_2$, but neither value says anything about the eigenvalue $0$. For $\tau=0$, $\alpha=0$ and $\beta\ne0$, we have $K_{11}=K_{12}=0$ and $K_{22}=1+\beta^2-2\beta\tilde\theta$. Then $e_2$ solves $Ky=0$ for every $\tilde\theta$, and at $\tilde\theta=(1+\beta^2)/(2\beta)$ every vector of $S$ does, including $v_2$, which is orthogonal to $e_2$.

\subsection*{Numbers}

Take $\varepsilon=0.01$ and $\tau=0.1$. For $\varphi=45^\circ$, (\ref{eq:choice}) gives $\alpha=0.01$, $\beta=0$. Equation (\ref{eq:ritzvalues}) reads $1.0001\,\theta^2=10^{-4}$, so $\theta=\pm0.0100$, with vectors at $45.00^\circ$ to $e_2$. For the harmonic value, (\ref{eq:lead}) gives $-10^{-4}\times0.99/0.1=-9.90\times10^{-4}$, as computed. The bound (\ref{eq:main}) is
\[
\tan\angle(x,e_2)\le\frac{0.01}{\sqrt{1.0001\times0.9\times0.99901}}=0.01055,
\]
or $0.604^\circ$. The computed angle is $0.576^\circ$, and the best possible in this plane is $0.573^\circ$. The Rayleigh quotient is $1.98\times10^{-5}$, against the estimate $2\alpha^2\tau=2\times10^{-5}$.

Three tilts of equal size compare as follows. ``Ritz'' means the upper Ritz vector, and the last two columns are residual norms, each taken with the vector's own Rayleigh quotient.

\begin{center}
\begin{tabular}{cccccc}
$\varphi$ & $\angle(e_2,S)$ & Ritz angle & harm.\ angle & Ritz res. & harm.\ res.\\
\hline
$15^\circ$ & $0.286^\circ$ & $15.00^\circ$ & $0.288^\circ$ & 0.259 & 0.0050\\
$45^\circ$ & $0.573^\circ$ & $45.00^\circ$ & $0.576^\circ$ & 0.707 & 0.0100\\
$75^\circ$ & $0.286^\circ$ & $75.00^\circ$ & $0.288^\circ$ & 0.966 & 0.0050
\end{tabular}
\end{center}

The target can be varied widely. At $\varphi=45^\circ$:

\begin{center}
\begin{tabular}{ccc}
$\tau$ & $\tilde\theta$ & angle to $e_2$\\
\hline
$0.3$ & $-0.00030$ & $0.598^\circ$\\
$0.1$ & $-0.00099$ & $0.576^\circ$\\
$0.01$ & $-0.0100$ & $0.573^\circ$\\
$0.001$ & $-0.0990$ & $0.576^\circ$\\
$0$ & $\pm1$ & $0.810^\circ$ (both)
\end{tabular}
\end{center}

Moving the target closer to the eigenvalue makes the harmonic value worse, while the vector stays good. For $\beta=0$ the formula for $\eta$ explains the last column:
\[
\eta=\frac{\alpha(\tau+\tilde\theta)}{1+\tau\tilde\theta},\qquad
\tan\angle(x,e_2)=\sqrt{\alpha^2+\eta^2}.
\]
The angle is least when $\tilde\theta=-\tau$, which happens here near $\tau=\alpha=0.01$. At $\tau=0$, $\eta=\pm\alpha$, and the tangent is $\sqrt2\,\alpha$.

The numerical check also tests (\ref{eq:identity}) and (\ref{eq:main}) on 3000 random planes and targets.

So for your exercise: use a small nonzero $\tau$ with $\alpha^2\ll|\tau|$, keep the harmonic vector, and take its Rayleigh quotient as the eigenvalue.

\section*{Calculated quantities}
\begin{verbatim}
All values dimensionless unless marked deg
perturbation eps = 0.01, target tau = 0.1
unperturbed plane: norm of projected A = 2.2e-17
unperturbed plane: harmonic values 0.000000, -10.000000
unperturbed plane: harmonic angle to e2 = 0.000000 deg
phi = 15 deg: alpha = 0.005000, beta = -0.008660
  angle of e2 to plane = 0.28647 deg
  Ritz values lower, upper = -0.018659, 0.001340
  Ritz angles to e2 lower, upper = 75.0021, 15.0008 deg
  Ritz residuals lower, upper = 0.96575, 0.25883
  harmonic values near, far = -2.4706e-04, -8.5563
  harmonic angle to e2, its bound = 0.28788, 0.30201 deg
  harmonic Rayleigh quotient = 5.406e-06, residual = 0.005024
phi = 45 deg: alpha = 0.010000, beta = -0.000000
  angle of e2 to plane = 0.57294 deg
  Ritz values lower, upper = -0.010000, 0.010000
  Ritz angles to e2 lower, upper = 45.0029, 45.0029 deg
  Ritz residuals lower, upper = 0.70707, 0.70707
  harmonic values near, far = -9.9010e-04, -10.0990
  harmonic angle to e2, its bound = 0.57574, 0.60420 deg
  harmonic Rayleigh quotient = 1.980e-05, residual = 0.010048
phi = 75 deg: alpha = 0.005000, beta = 0.008660
  angle of e2 to plane = 0.28647 deg
  Ritz values lower, upper = -0.001340, 0.018659
  Ritz angles to e2 lower, upper = 15.0008, 75.0021 deg
  Ritz residuals lower, upper = 0.25883, 0.96575
  harmonic values near, far = -2.4792e-04, -12.1098
  harmonic angle to e2, its bound = 0.28789, 0.30201 deg
  harmonic Rayleigh quotient = 4.566e-06, residual = 0.005025
Target scan at phi = 45 deg (alpha = eps, beta = 0)
  tau = 0.001: harmonic value = -9.9029e-02, angle to e2 = 0.57569 deg
  tau = 0.01: harmonic value = -9.9990e-03, angle to e2 = 0.57294 deg
  tau = 0.1: harmonic value = -9.9010e-04, angle to e2 = 0.57574 deg
  tau = 0.3: harmonic value = -3.0336e-04, angle to e2 = 0.59812 deg
  tau = -0.1: harmonic value = 9.9010e-04, angle to e2 = 0.57574 deg
  tau = 0: harmonic values = -1.000000, 1.000000
  tau = 0: angles to e2 = 0.81023, 0.81023 deg
random planes tested = 3000, largest tangent/bound = 0.9946
\end{verbatim}
